# Probability that an oxide proton reaches silicon before the gate: a numerical check

```python
"""
Result under test: a proton released at x between absorbing boundaries at
0 (gate) and L (silicon), in a uniform field E positive towards silicon,
reaches silicon first with probability
    P = (1 - exp(-a x)) / (1 - exp(-a L)),   a = q E / (k T),
and P = x/L at zero field.
Lengths are in nm, potentials in V, and potential energies U in units of kT.
u = x/L is the relative release position; w = a L = q V/(k T), with V the
voltage across the oxide. A hop has length h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import digamma


def silicon_probability(u, w):
    """Derived formula, with its linear limit at w = 0."""
    return u if w == 0 else np.expm1(-w * u) / np.expm1(-w)


def hopping_generator(energy):
    """Rates between interior sites; both end sites absorb."""
    right = np.exp((energy[1:-1] - energy[2:]) / 2)
    left = np.exp((energy[1:-1] - energy[:-2]) / 2)
    matrix = np.diag(-(right + left))
    matrix += np.diag(right[:-1], 1) + np.diag(left[1:], -1)
    return matrix, right


def hopping_probability(energy, start, capture=1.0, loss_rate=0.0):
    """Solve the first-hop equations for arrival at the silicon end."""
    matrix, right = hopping_generator(energy)
    matrix[-1, -1] += right[-1] * (1 - capture)
    matrix -= loss_rate * np.eye(len(right))
    source = np.zeros(len(right))
    source[-1] = -right[-1] * capture
    return np.linalg.solve(matrix, source)[start - 1]


def integral_probability(energy_function, x, length):
    """Arrival probability for a general potential energy in kT."""
    weight = lambda z: np.exp(energy_function(z))
    before = quad(weight, 0, x, epsabs=1e-10, limit=200)[0]
    after = quad(weight, x, length, epsabs=1e-10, limit=200)[0]
    return before / (before + after)


# Example inputs
L = 100.0
x0 = 40.0
T = 300.0
T_hot = 398.0
V = 0.05
eps_ox = 3.9
eps_si = 11.7
hop = 0.25
capture_chance = 0.1
loss_length = 200.0
strong_field = 1.0       # MV/cm
near_distance = 1.0      # nm

thermal_voltage = const.k * T / const.e
u0 = x0 / L
w0 = V / thermal_voltage
field = V / L * 10       # 1 V/nm = 10 MV/cm
p_forward = silicon_probability(u0, w0)
p_reverse = silicon_probability(u0, -w0)
p_zero = silicon_probability(u0, 0.0)

# Time-dependent drift-diffusion, central differences, L = D = 1
cells = 100
diffuse = float(cells**2)
drift = w0 * cells / 2
evolution = np.zeros((cells + 1, cells + 1))
for site in range(1, cells):
    evolution[site, site + 1] = diffuse + drift
    evolution[site, site - 1] = diffuse - drift
    evolution[site, site] = -2 * diffuse
final = expm(5 * evolution)[round(u0 * cells)]
p_time = final[-1]
assert abs(p_time - p_forward) < 5e-5     # grid error of order (w/cells)^2
assert abs(final[0] + final[-1] - 1) < 1e-7

# Simulated random histories on a coarse chain of sites
rng = np.random.default_rng(12)
sites = 40
walkers = 40000
positions = np.full(walkers, round(u0 * sites))
chance_right = 1 / (1 + np.exp(-w0 / sites))
arrived = 0
while positions.size:
    moves = rng.random(positions.size) < chance_right
    positions = positions + np.where(moves, 1, -1)
    arrived += np.count_nonzero(positions == sites)
    positions = positions[(positions > 0) & (positions < sites)]
p_random = arrived / walkers
random_error = np.sqrt(p_forward * (1 - p_forward) / walkers)
assert abs(p_random - p_forward) < 4.5 * random_error

# First-hop equations: both directions, zero field and initial slope
number = round(L / hop)
grid = np.linspace(0, L, number + 1)
start = round(x0 / hop)
p_hop = hopping_probability(-w0 * grid / L, start)
assert abs(p_hop - p_forward) < 1e-9
assert abs(hopping_probability(w0 * grid / L, start) - p_reverse) < 1e-9
assert abs(hopping_probability(0 * grid, start) - x0 / L) < 1e-9
small = 0.01
slope = (hopping_probability(-small * grid / L, start)
         - hopping_probability(small * grid / L, start)) / (2 * small)
slope_formula = u0 * (1 - u0) / 2
assert abs(slope - slope_formula) < 1e-5
p_middle = hopping_probability(-w0 * grid / L, number // 2)
assert abs(p_middle - 1 / (1 + np.exp(-w0 / 2))) < 1e-9

# Strong field: hopping equations against the one-sided exponentials
a_strong = strong_field / 10 / thermal_voltage
near_site = round(near_distance / hop)
escape_formula = np.exp(-a_strong * near_distance)
to_gate = 1 - hopping_probability(-a_strong * grid, near_site)
to_silicon = hopping_probability(a_strong * grid, number - near_site)
assert abs(to_gate - escape_formula) < 1e-9
assert abs(to_silicon - escape_formula) < 1e-9

# Random traps: summed outflow from the forward rate equations
matrix, right = hopping_generator(-w0 * grid / L)
release = np.exp(-rng.exponential(2.0, len(right)))
initial = np.zeros(len(right))
initial[start - 1] = 1
free_time = np.linalg.solve(matrix.T, -initial)
trap_time = np.linalg.solve((matrix * release[:, None]).T, -initial)
p_traps = right[-1] * release[-1] * trap_time[-1]
time_ratio = trap_time.sum() / free_time.sum()
assert abs(p_traps - p_forward) < 1e-8
assert time_ratio > 2

# Uniform positive oxide charge at fixed oxide voltage
def charged_energy(areal_density):
    """Areal density in cm^-2; returns potential energy in kT."""
    volume_charge = const.e * areal_density * 1e4 / (L * 1e-9)
    factor = volume_charge / (2 * const.epsilon_0 * eps_ox)
    factor *= 1e-18 / thermal_voltage
    return lambda z: -w0 * z / L + factor * z * (L - z)


low_charge, high_charge = 1e10, 1e11
p_low_charge = integral_probability(charged_energy(low_charge), x0, L)
p_high_charge = integral_probability(charged_energy(high_charge), x0, L)
p_curved = hopping_probability(charged_energy(high_charge)(grid), start)
assert abs(p_curved - p_high_charge) < 1e-4    # finite hop length
charge_field = const.e * low_charge * 1e4 / (const.epsilon_0 * eps_ox) / 1e8
bump = charged_energy(high_charge)(L / 2) + w0 / 2
# Poisson equation by finite difference of the potential
step = 1.0
shape = charged_energy(high_charge)
curvature = (shape(51.0) - 2 * shape(50.0) + shape(49.0)) / step**2
density = const.e * high_charge * 1e4 / (L * 1e-9)
poisson = -density / (const.epsilon_0 * eps_ox) * 1e-18 / thermal_voltage
assert abs(curvature / poisson - 1) < 1e-8

# Image energy with a metal gate and dielectric or conducting silicon
image_length = const.e / (16 * np.pi * const.epsilon_0 * eps_ox)
image_length *= 1e9 / thermal_voltage
reflection = (eps_si - eps_ox) / (eps_si + eps_ox)
orders = np.arange(60)
powers = reflection**orders


def image_dielectric(z):
    total = -np.sum(powers / (z + orders * L))
    total -= reflection * np.sum(powers / (L - z + orders * L))
    return image_length * (total - 2 * np.log(1 - reflection) / L)


def image_conductor(z):
    total = digamma(z / L) + digamma(1 - z / L) + 2 * np.euler_gamma
    return image_length * total / L


def image_from_boundaries(z, eps_right):
    """Match potential and displacement for every lateral wave number."""
    def induced(k):
        across = np.exp(-k * L)
        to_left, to_right = np.exp(-k * z), np.exp(-k * (L - z))
        contrast = eps_right - eps_ox
        system = np.array([[1.0, across],
                           [contrast * across, eps_right + eps_ox]])
        drive = np.array([-to_left, -contrast * to_right])
        amplitude = np.linalg.solve(system, drive)
        return amplitude[0] * to_left + amplitude[1] * to_right
    top = 20 / min(z, L - z)
    return 2 * image_length * quad(induced, 0, top, limit=200)[0]


for place in (15.0, x0, 80.0):
    direct = image_from_boundaries(place, eps_si)
    assert abs(direct - image_dielectric(place)) < 1e-5
    direct = image_from_boundaries(place, 1e9)
    assert abs(direct - image_conductor(place)) < 1e-5

p_image_dielectric = integral_probability(
    lambda z: -w0 * z / L + image_dielectric(z), x0, L)
p_image_conductor = integral_probability(
    lambda z: -w0 * z / L + image_conductor(z), x0, L)

# Remaining neglected effects
p_hot = silicon_probability(u0, V * const.e / (const.k * T_hot))
p_capture = hopping_probability(-w0 * grid / L, start, capture=capture_chance)
p_loss = hopping_probability(-w0 * grid / L, start,
                             loss_rate=(hop / loss_length)**2)

# Voltage where the probability exceeds the linear law by five per cent
w_five = brentq(lambda w: silicon_probability(u0, w) / u0 - 1.05, 1e-5, 1)
w_estimate = 2 * 0.05 / (1 - u0)
assert abs(w_five / w_estimate - 1) < 0.05     # next order in w


def show(label, value, unit="(no unit)", form=".4f"):
    print(f"{label}: {value:{form}} {unit}")


show("Oxide thickness L", L, "nm", ".1f")
show("Release distance from gate x", x0, "nm", ".1f")
show("Temperature", T, "K", ".1f")
show("Voltage across oxide V", V, "V", ".3f")
show("Oxide field", field, "MV/cm", ".4f")
show("Thermal voltage kT/q", thermal_voltage, "V", ".6f")
show("a = qE/kT", w0 / L, "1/nm", ".6f")
show("a x", w0 * u0)
show("w = a L", w0)
show("exp(-a x)", np.exp(-w0 * u0))
show("exp(-a L)", np.exp(-w0))
show("P silicon, field towards silicon", p_forward)
show("P gate, field towards silicon", 1 - p_forward)
show("P silicon, zero field", p_zero)
show("P silicon, field towards gate", p_reverse)
show("First-order P, field towards silicon", u0 + w0 * slope_formula)
show("Slope dP/dw at zero field, hopping", slope, form=".5f")
show("Slope dP/dw at zero field, formula", slope_formula, form=".5f")
show("Voltage for 5% excess over x/L", 1e3 * w_five * thermal_voltage, "mV")
show("First-order estimate", 1e3 * w_estimate * thermal_voltage, "mV")
show("P from time-dependent equation", p_time, form=".6f")
show("P from hopping equations", p_hop, form=".6f")
show("P from formula", p_forward, form=".6f")
show("Number of simulated histories", walkers, form="d")
show("P from simulated histories", p_random)
show("Standard error of simulation", random_error)
show("P with random traps", p_traps, form=".6f")
show("Exit time with traps / without", time_ratio, form=".2f")
show("Strong field", strong_field, "MV/cm", ".1f")
show("Strong-field length kT/qE", 1 / a_strong, "nm")
show("Hop length in hopping tests", hop, "nm", ".2f")
show("Strong-field a h", a_strong * hop)
show("Strong-field release distance", near_distance, "nm", ".1f")
show("Upstream escape, hopping", to_gate, form=".5f")
show("Upstream escape, exponential", escape_formula, form=".5f")
show("Relative permittivity of oxide", eps_ox, form=".1f")
show("Relative permittivity of silicon", eps_si, form=".1f")
show("Image length q^2/(16 pi eps kT)", image_length, "nm", ".3f")
show("P with images, dielectric silicon", p_image_dielectric)
show("P with images, conducting silicon", p_image_conductor)
show("Lower oxide charge", low_charge, "cm^-2", ".1e")
show("Field change across oxide, lower charge", charge_field, "MV/cm")
show("P with lower oxide charge", p_low_charge)
show("Higher oxide charge", high_charge, "cm^-2", ".1e")
show("Mid-oxide energy rise, higher charge", bump, "kT", ".3f")
show("P with higher oxide charge", p_high_charge)
show("Hot use temperature", T_hot, "K", ".1f")
show("P at hot use temperature", p_hot)
show("Assumed capture chance per attempt", capture_chance, form=".2f")
show("P with imperfect silicon capture", p_capture)
show("Assumed diffusion length before loss", loss_length, "nm", ".1f")
show("P with permanent loss in oxide", p_loss)
print("finished without a failed check")
```

Running it gives:

```
Oxide thickness L: 100.0 nm
Release distance from gate x: 40.0 nm
Temperature: 300.0 K
Voltage across oxide V: 0.050 V
Oxide field: 0.0050 MV/cm
Thermal voltage kT/q: 0.025852 V
a = qE/kT: 0.019341 1/nm
a x: 0.7736 (no unit)
w = a L: 1.9341 (no unit)
exp(-a x): 0.4613 (no unit)
exp(-a L): 0.1446 (no unit)
P silicon, field towards silicon: 0.6297 (no unit)
P gate, field towards silicon: 0.3703 (no unit)
P silicon, zero field: 0.4000 (no unit)
P silicon, field towards gate: 0.1973 (no unit)
First-order P, field towards silicon: 0.6321 (no unit)
Slope dP/dw at zero field, hopping: 0.12000 (no unit)
Slope dP/dw at zero field, formula: 0.12000 (no unit)
Voltage for 5% excess over x/L: 4.2873 mV
First-order estimate: 4.3087 mV
P from time-dependent equation: 0.629699 (no unit)
P from hopping equations: 0.629693 (no unit)
P from formula: 0.629693 (no unit)
Number of simulated histories: 40000 (no unit)
P from simulated histories: 0.6276 (no unit)
Standard error of simulation: 0.0024 (no unit)
P with random traps: 0.629693 (no unit)
Exit time with traps / without: 853.93 (no unit)
Strong field: 1.0 MV/cm
Strong-field length kT/qE: 0.2585 nm
Hop length in hopping tests: 0.25 nm
Strong-field a h: 0.9670 (no unit)
Strong-field release distance: 1.0 nm
Upstream escape, hopping: 0.02090 (no unit)
Upstream escape, exponential: 0.02090 (no unit)
Relative permittivity of oxide: 3.9 (no unit)
Relative permittivity of silicon: 11.7 (no unit)
Image length q^2/(16 pi eps kT): 3.571 nm
P with images, dielectric silicon: 0.5741 (no unit)
P with images, conducting silicon: 0.5863 (no unit)
Lower oxide charge: 1.0e+10 cm^-2
Field change across oxide, lower charge: 0.0046 MV/cm
P with lower oxide charge: 0.6150 (no unit)
Higher oxide charge: 1.0e+11 cm^-2
Mid-oxide energy rise, higher charge: 2.243 kT
P with higher oxide charge: 0.4910 (no unit)
Hot use temperature: 398.0 K
P at hot use temperature: 0.5759 (no unit)
Assumed capture chance per attempt: 0.10 (no unit)
P with imperfect silicon capture: 0.6251 (no unit)
Assumed diffusion length before loss: 200.0 nm
P with permanent loss in oxide: 0.6096 (no unit)
finished without a failed check
```
